# Time reversal and paired transmission eigenvalues in spin-orbit coupled wires

## A number that asks for a reason

A disordered metal wire, 0.9 nm wide and 3.6 nm long, joins two clean leads. Strong spin-orbit coupling acts inside it: of all the probability that gets through, 52.2 % arrives with its spin reversed along $z$. Spin up and spin down are therefore not separate channels. The coupling also varies randomly in direction from bond to bond, so spin is not conserved along any other axis either. Yet the twelve transmission eigenvalues at the Fermi energy are

$$0.9785,\;0.7800,\;0.3554,\;0.1672,\;0.0651,\;0.0083,$$

each occurring twice. The largest difference within a pair is $1.6\times10^{-15}$, which is rounding error. Since spin conservation cannot cause the pairing, something else must.

The wire is a cubic lattice of $3\times3\times12$ sites, spacing 0.3 nm, with one orbital per site:

$$H=\sum_i \epsilon_i\,|i\rangle\langle i|-\sum_{\langle ij\rangle}\Big[|j\rangle\big(t+i\boldsymbol\lambda_{ij}\cdot\boldsymbol\sigma\big)\langle i|+\text{h.c.}\Big].$$

Here $t=1$ eV, each component of the real vector $\boldsymbol\lambda_{ij}$ is drawn uniformly between $-0.4$ and $0.4$ eV, and $\epsilon_i$ is uniform over a full width of 1.5 eV. The leads continue the lattice with $\epsilon_i=0$ and $\boldsymbol\lambda_{ij}=0$. The Fermi energy is $E=-1.1$ eV from the band centre. Scattering is elastic and coherent, and interactions enter at most as a static, non-magnetic mean field.

## Simplest case: one mode, weak scattering

Time reversal for spin one-half is $\Theta=i\sigma_yK$, where $K$ takes the complex conjugate in the site and $\sigma_z$ basis. The matrix $i\sigma_y=\begin{pmatrix}0&1\\-1&0\end{pmatrix}$ is real, so

$$\Theta^2=(i\sigma_y)(i\sigma_y)^*K^2=(i\sigma_y)^2=-1 .$$

Because $\Theta$ is antiunitary, $\langle\Theta a|\Theta b\rangle=\langle a|b\rangle^*=\langle b|a\rangle$.

Does $H$ commute with $\Theta$? Direct multiplication gives $\sigma_y\sigma_k^*\sigma_y=-\sigma_k$ for $k=x,y,z$, so $\Theta$ reverses every $\sigma_k$. It also reverses $i$, and hence leaves $i\sigma_k$ alone. Any $2\times2$ hopping matrix can be written $\alpha_0+i\boldsymbol\alpha\cdot\boldsymbol\sigma$ with complex coefficients, and $\Theta$ replaces these by their conjugates. The hopping is therefore time-reversal symmetric precisely when all four coefficients are real, as they are here. A real $\epsilon_i$ is symmetric too.

Now take a lead with one transverse mode and two spin states, $\phi_1$ and $\phi_2$, moving towards a weak symmetric scatterer $V$. Use $\Theta\phi_1$ and $\Theta\phi_2$ as the reflected waves. With waves of unit flux, the reflection amplitude to first order in $V$ is $r_{mn}=-(i/\hbar)M_{mn}$, where $M_{mn}=\langle\Theta\phi_m|V\phi_n\rangle$. Apply the antiunitary rule with $a=\Theta\phi_m$ and $b=V\phi_n$:

$$M_{mn}=\langle\Theta V\phi_n|\Theta^2\phi_m\rangle=-\langle V\Theta\phi_n|\phi_m\rangle=-\langle\Theta\phi_n|V\phi_m\rangle=-M_{nm}.$$

The second step uses $\Theta V=V\Theta$ and $\Theta^2=-1$; the third uses $V^\dagger=V$. So $M$ is antisymmetric, and

$$r=\begin{pmatrix}0&-c\\c&0\end{pmatrix},\qquad r^\dagger r=|c|^2\begin{pmatrix}1&0\\0&1\end{pmatrix}.$$

Both spin states are reflected equally, whatever $V$ does to spin. An electron cannot return in the time reverse of its own incoming state.

This is a leading-order result for one mode. The example has several modes and strong scattering, so two extensions are needed: antisymmetry without an expansion in $V$, and pairing for larger matrices.

## First extension: scattering of any strength

Let $\phi_n$ be the incoming propagating modes of all leads at energy $E$. The current operator through a lead cross-section, counted towards the sample, is

$$J=\frac{i}{\hbar}[H,P],$$

where $P$ projects onto the sites on the sample side of the section. Both $H$ and $P$ commute with $\Theta$, while $i$ changes sign, so $\Theta J\Theta^{-1}=-J$. Normalize the incoming modes by $\langle\phi_m|J|\phi_n\rangle=\delta_{mn}$. Then

$$\langle\Theta\phi_m|J|\Theta\phi_n\rangle=-\langle\Theta\phi_m|\Theta J\phi_n\rangle=-\langle\phi_m|J\phi_n\rangle^*=-\delta_{mn}.$$

The states $\Theta\phi_n$ thus carry unit current outwards and form a proper set of outgoing modes. Cross terms between modes of different wave number vanish: the current of a stationary state cannot depend on position, whereas such a term would carry an oscillating factor. Modes sharing a wave number are chosen to diagonalize $J$.

In the leads a scattering state has the form

$$\psi=\sum_n\big(a_n\phi_n+b_n\Theta\phi_n\big)+\text{(waves decaying into the leads)},\qquad b=Sa .$$

The decaying waves carry no current far away. Current conservation gives $a^\dagger a=b^\dagger b$ for every $a$, so $S^\dagger S=1$. It also makes $S$ unique: a solution with $a=0$ has $b=0$. A bound state at the same energy does not affect $S$.

Apply $\Theta$ to $\psi$. It conjugates the coefficients, and $\Theta^2=-1$ acts on the outgoing part:

$$\Theta\psi=\sum_n\big(a_n^*\,\Theta\phi_n-b_n^*\,\phi_n\big)+\text{(decaying waves)}.$$

Decaying waves stay decaying because $\Theta$ acts site by site. As $H$ commutes with $\Theta$ and $E$ is real, $\Theta\psi$ solves the same problem. Its incoming amplitudes are $-b^*$ and its outgoing ones $a^*$, so

$$a^*=S(-b^*)=-SS^*a^* .$$

This holds for every $a$, hence $SS^*=-1$. Multiplying from the left by $S^\dagger$ gives $S^*=-S^\dagger$, and conjugating gives

$$\boxed{S^T=-S}$$

For two leads, write $S=\begin{pmatrix}r&t'\\t&r'\end{pmatrix}$, where $r$ and $t$ describe electrons arriving from the left. The blocks obey

$$r^T=-r,\qquad r'^T=-r',\qquad t'=-t^T .$$

In the example, $S$ was found by matching waves at the ends of the wire, without using this symmetry. The largest element of $S+S^T$ is $2.5\times10^{-15}$.

**Does it depend on the basis?** Replace the incoming modes by $\phi'_n=\sum_m\phi_mU_{mn}$ with unitary $U$ acting within each lead. Their time reverses mix with $U^*$, so $a=Ua'$ and $b=U^*b'$. Since $(U^*)^{-1}=U^T$, we get $S'=U^TSU$, again antisymmetric. If the outgoing modes are instead chosen independently, $r$ becomes $V^\dagger r$ with $V$ unitary. Antisymmetry is then usually hidden, but $r^\dagger r$ is unchanged, and so are the transmission eigenvalues.

**Limit: no spin.** For spinless electrons $\Theta=K$ and $\Theta^2=+1$. The minus sign in $\Theta\psi$ disappears, giving $S^T=S$. Keeping the same $\epsilon_i$, setting $\boldsymbol\lambda_{ij}=0$ and following one spin gives the eigenvalues

$$0.8806,\;0.8491,\;0.6779,\;0.6292,\;0.4659,\;0.3008 .$$

None are equal. Reversibility alone thus does not produce pairs; the proof below relies on the minus sign that comes from $\Theta^2=-1$.

## What antisymmetry says about ordinary spin states

The example's leads have no spin-orbit coupling, so one may label both incoming and outgoing waves by a real transverse function $\chi_n$ and a spin $s$. An incoming wave is $\chi_ne^{ikx}|s\rangle$ divided by the square root of its velocity, and

$$\Theta\big(\chi_ne^{ikx}|s\rangle\big)=\chi_ne^{-ikx}\sum_{s'}|s'\rangle(i\sigma_y)_{s's}.$$

Outgoing amplitudes in this spin basis are therefore $b_{\rm spin}=i\sigma_yb$, and $r_{\rm spin}=i\sigma_yr$. Since $(i\sigma_y)^{-1}=-i\sigma_y$, we have $r=-i\sigma_yr_{\rm spin}$. Using $(i\sigma_y)^T=-i\sigma_y$, the condition $r^T=-r$ becomes

$$r_{\rm spin}^T\,i\sigma_y=i\sigma_y\,r_{\rm spin}\quad\Longrightarrow\quad r_{\rm spin}=\sigma_y\,r_{\rm spin}^T\,\sigma_y ,$$

after multiplication from the left by $-i\sigma_y$.

Consider the $2\times2$ block for reflection from mode $n$ back into mode $n$, written $c_0+\mathbf c\cdot\boldsymbol\sigma$. Because $\sigma_k^T=\sigma_k^*$, the right-hand side is $c_0-\mathbf c\cdot\boldsymbol\sigma$. Hence $\mathbf c=0$: reflection into the same transverse mode cannot rotate the spin. For different modes, the condition relates the block $n\leftarrow m$ to the block $m\leftarrow n$ and forbids neither spin flip.

The example shows both sides. The largest same-mode spin-flip amplitude is $9.8\times10^{-16}$, while 58.5 % of all reflected probability has its spin reversed. With one transverse mode only the first kind exists, so $r_{\rm spin}=c_0$ and $T=1-|c_0|^2$ twice. This recovers the simplest case at any scattering strength.

## Second extension: many modes

Let the left lead have $N$ incoming modes, spin included. Unitarity gives $t^\dagger t=1-r^\dagger r$, so each eigenvalue $\rho$ of $r^\dagger r$ gives a transmission eigenvalue $T=1-\rho$.

Take a normalized $x$ with $r^\dagger rx=\rho x$ and $\rho>0$, and define its partner

$$y=Cx\equiv\frac{(rx)^*}{\sqrt\rho}.$$

Its norm is one, since $x^\dagger r^\dagger rx/\rho=1$. Conjugating $r^T=-r$ gives $r^\dagger=-r^*$. Therefore

$$rr^*x^*=(r^*rx)^*=(-r^\dagger rx)^*=-\rho x^*,$$

$$r^\dagger ry=-\frac{r^*\,(rr^*x^*)}{\sqrt\rho}=\rho\,\frac{r^*x^*}{\sqrt\rho}=\rho y .$$

So $y$ has the same eigenvalue. It is also a different state:

$$x^\dagger y=\frac{x^\dagger r^*x^*}{\sqrt\rho}=\frac{(x^Trx)^*}{\sqrt\rho}=0,$$

because $x^Trx$ equals its own transpose $x^Tr^Tx=-x^Trx$.

One partner shows that the degeneracy is at least two. To exclude three, apply $C$ twice:

$$C^2x=\frac{\big(r(rx)^*\big)^*}{\rho}=\frac{r^*rx}{\rho}=-x .$$

Also $(Cz)^\dagger(Cx)=(z^\dagger x)^*$ within the eigenspace. Suppose $z$ is a further eigenvector, orthogonal to $x$ and $Cx$. Then $Cz$ is orthogonal to $z$ as shown above, and to $Cx$ because $z^\dagger x=0$. It is orthogonal to $x=-C(Cx)$ because $z^\dagger Cx=0$. Each new vector brings a new partner, and the eigenspace has even dimension.

Perfect transmission, $\rho=0$, needs separate treatment because $C$ would divide by zero. The spaces with $\rho>0$ use up an even number of dimensions, so the space $\rho=0$ has dimension $N$ minus an even number. For even $N$ it is even as well, and the result is complete:

$$G=\frac{e^2}{h}\sum_{n=1}^{N}T_n=\frac{2e^2}{h}\sum_{p=1}^{N/2}T_p .$$

The factor 2 counts Kramers partners, which here are not the spin-up and spin-down channels.

**Limit: odd $N$.** An odd antisymmetric matrix has $\det r=\det r^T=(-1)^N\det r=-\det r=0$, so at least one channel transmits perfectly. A random antisymmetric unitary $S$ with three modes per lead gave $T=1.000000,\,0.779226,\,0.779226$. Full double degeneracy therefore depends on $N$ being even.

## Why an ordinary lead has an even number of modes

Without spin-orbit coupling in a non-magnetic lead, $N$ is even by spin. In the example, the transverse levels are $\varepsilon=-2t[\cos(\pi p/4)+\cos(\pi q/4)]$ with $p,q=1,2,3$, and a mode propagates if $|E-\varepsilon|<2t$. At $E=-1.1$ eV this admits $-2\sqrt2\,t$ once, $-\sqrt2\,t$ twice and $0$ three times. Six orbital modes with two spins make $N=12$.

A real metal lead may have spin-orbit coupling of its own. Let it be any periodic lattice wire of finite cross-section with Bloch Hamiltonian $H(k)$, $k$ being the phase per period. Time reversal gives $\Theta H(k)\Theta^{-1}=H(-k)$. At $k=0$ and $k=\pi$, $H(k)$ commutes with $\Theta$. An eigenvector $u$ then has a partner $\Theta u$ of equal energy, and

$$\langle u|\Theta u\rangle=\langle\Theta^2u|\Theta u\rangle=-\langle u|\Theta u\rangle=0 .$$

Levels at these two points come in pairs, so the number $M(k)$ of levels below $E$ is even there. Take $E$ away from band extrema and from the levels at these points.

Between $0$ and $\pi$, let $u_+$ bands cross $E$ upwards and $u_-$ downwards. Then $M(\pi)-M(0)=u_--u_+$ is even, and so is $u_++u_-$. Right-moving modes are upward crossings. There are $u_+$ of them at positive $k$. Those at negative $k$ are mirror images of downward crossings at positive $k$, and number $u_-$. Hence $N=u_++u_-$ is even.

As a trial, a symmetric lead with random spin-orbit coupling and six states per period was scanned in energy. Its mode counts were 0, 2 and 4. A random lead without the symmetry gave 0, 1, 2, 3 and 4. With disorder placed between two of the symmetric leads, the pair splitting was $8.7\times10^{-14}$ when the disorder respected time reversal and 0.312 when it did not.

A single helical edge of a two-dimensional topological insulator has $N=1$. It escapes the argument because it is not a complete wire: a strip has a second edge, and the two together have an even count.

## Breaking the conditions

**A third lead.** Antisymmetry of $r$ still holds, but unitarity now reads $1-r^\dagger r=t_{21}^\dagger t_{21}+t_{31}^\dagger t_{31}$. The sum is paired; its two terms need not be. For a random antisymmetric unitary $S$ with four modes per lead, the splitting was $2\times10^{-16}$ for the total and 0.340 for $t_{21}^\dagger t_{21}$ alone.

**A magnetic field.** Let a field $B$ act inside the wire but not in the leads. Now $\Theta$ turns a solution at $B$ into one at $-B$, so $a^*=-S(-B)S(B)^*a^*$ and

$$S(B)=-S(-B)^T .$$

The antisymmetric part of $r(B)$ is even in $B$, and its symmetric part is odd. To first order $r=r_0+Bq$ with $r_0^T=-r_0$ and $q^T=q$, and the change in $r^\dagger r$ is $BD$ with $D=r_0^\dagger q+q^\dagger r_0$. For an isolated pair, $r_0x=\sqrt\rho\,y^*$ and $r_0y=-\sqrt\rho\,x^*$, so

$$D_{xx}=2\sqrt\rho\,\mathrm{Re}(y^Tqx),\qquad D_{yy}=-2\sqrt\rho\,\mathrm{Re}(x^Tqy)=-D_{xx},$$

$$D_{xy}=\sqrt\rho\,\big[y^Tqy-(x^Tqx)^*\big].$$

The symmetry of $q$ makes the trace vanish. The pair's mean does not move at this order, while its members separate by

$$|\Delta T|=2|B|\sqrt{D_{xx}^2+|D_{xy}|^2},$$

linearly in $B$ unless both elements vanish. With the field along the wire, and both Zeeman and orbital terms included, the largest splitting is $2.89\times10^{-4}$ at 1 T and $5.78\times10^{-4}$ at 2 T. The doubling is as derived. The size itself depends on how the field ends. Here the vector potential $A_y=-Bz$, with $x$ along the wire and $z=0$ on its first row of sites, stops abruptly at the leads, which leaves some transverse flux at the two interfaces. Other vector potentials with the same field inside the wire can leave a different flux there. For a potential along $y$ or $z$ that vanishes on one of the wire's own rows of sites, the splitting at 1 T changes by up to about 15 %. If the potential vanishes far outside the wire, the interface flux is large and the splitting can be several times greater. The quoted values therefore belong to this particular ending of the field, not to the field inside the wire alone.

**Magnetism.** An exchange term $\pm0.5$ eV along $z$, added throughout the same wire, is no small perturbation. The six largest eigenvalues become 0.999, 0.893, 0.722, 0.548, 0.348 and 0.259. If all twelve are paired by rank, first with second, third with fourth and so on, the two members of a pair differ by up to 0.173.

## The example as an interconnect

The transmissions sum to $\sum T_n=4.709$. A clean wire with all 12 modes open has resistance 2.151 kΩ, so one fully open mode corresponds to $12\times2.151=25.81$ kΩ. The disordered wire has

$$R=\frac{25.81\ \text{k}\Omega}{4.709}=5.48\ \text{k}\Omega,\qquad G=182\ \mu\text{S}.$$

This includes the contact resistance of the finite number of modes. Forty other disorder samples with the same settings gave a mean sum of 4.12 and a standard deviation of 0.415, so this sample lies about 1.4 standard deviations above the mean and conducts better than most. The pairs held in all of them, to within $1.6\times10^{-14}$.

The parameters are round values for a tungsten-like line, a heavy metal with strong spin-orbit coupling. The width of 0.9 nm is far below that of manufactured lines, which are roughly ten nanometres or more across, and tungsten has several d bands where the model has one. Its spin-orbit coupling is also mainly an atomic term, not a random one on each bond. These differences change $N$, $T_n$ and $R$, but not the pairing argument. Thermal smearing at 300 K lowers the summed transmission by 1.3 %, and the pairs persist at each energy sampled. Real lines at room temperature do break the assumption of elastic, coherent scattering. With a rough phonon mean free path of 15 nm, the length ratio is $3.6/15=0.24$. If that path is taken as a backscattering length and its resistance is added incoherently, the increase is about $0.24\times2.151\approx0.5$ kΩ, or 9 % of $R$. In a line much longer than this path, one set of coherent eigenvalues no longer describes the whole conductor. Cobalt, also used in interconnects, is ferromagnetic, and 0.5 eV is the rough size of its exchange field. The pairing should therefore not be assumed for a cobalt line, or for a non-magnetic line with a cobalt contact.

Apart from the estimate of how much the magnetic splitting depends on the gauge, the computed values quoted here appear with their labels in the numerical output below, or follow from it by the arithmetic shown.

## Numbers as computed

```
Site spacing: 0.3 nm
Wire width: 0.9 nm; length: 3.6 nm
Hopping: 1.0 eV; Fermi energy from band centre: -1.1 eV
Largest spin-orbit hopping component: 0.4 eV
Full width of on-site disorder: 1.5 eV
Incoming modes per lead, spin counted: 12
Transmission pair 1: 0.978536 0.978536
Transmission pair 2: 0.780012 0.780012
Transmission pair 3: 0.355402 0.355402
Transmission pair 4: 0.167193 0.167193
Transmission pair 5: 0.065128 0.065128
Transmission pair 6: 0.008258 0.008258
Largest splitting within a pair: 1.6e-15
Largest element of S + S^T: 2.5e-15
Largest unitarity error: 2.0e-15
Overlap of partner vectors: 5.3e-16
Sum of transmissions: 4.7091
Conductance: 182.4 microsiemens
Resistance with contacts: 5.482 kilo-ohm
Resistance of clean wire: 2.151 kilo-ohm
Spin-flip share of transmission: 52.2 %
Spin-flip share of reflection: 58.5 %
Largest same-mode spin-flip reflection amplitude: 9.8e-16
Spinless transmissions: 0.8806 0.8491 0.6779 0.6292 0.4659 0.3008
Thermal energy at 300 K: 25.9 meV
Sum of transmissions averaged at 300 K: 4.6499
Thermal change: -1.26 %
Largest pair splitting in thermal window: 7.4e-15
Zeeman energy (half splitting) at 1 T: 0.0579 meV
Largest pair splitting at 1 T: 2.89e-04
Largest pair splitting at 2 T: 5.78e-04
Exchange field (half splitting): 0.5 eV
With exchange: 0.999 0.893 0.722 0.548 0.348 0.259 0.142 0.072 0.034 0.008 0.002 0.000
Largest splitting with exchange: 0.173
Other samples: 40; mean sum 4.116
Standard deviation between samples: 0.415
Largest pair splitting in these samples: 1.6e-14
Rough phonon mean free path: 15.0 nm
Wire length / phonon mean free path: 0.24
Mode counts, symmetric spin-orbit lead: [0, 2, 4]
Mode counts, lead without symmetry: [0, 1, 2, 3, 4]
Pair splitting with spin-orbit leads: 8.7e-14
Same leads, symmetry broken in wire: 0.312
Three modes per lead: 1.000000 0.779226 0.779226
Three leads, splitting of total transmission: 2.2e-16
Three leads, splitting of partial transmission: 0.340
```
